# Extremal-orbit search on an interpolated band: frequency and mass errors

Before a band calculation is compared with quantum oscillations, someone must choose the k-mesh. The calculated frequency is used to assign a measured one to an orbit, and the calculated mass to judge how far the measured mass exceeds it. The mesh errors of the two follow different powers of the mesh spacing, so each needs its own convergence check. In the smooth example below both errors are under 0.1%; what it shows is how they scale.

## What has to be computed

The algebra is in atomic units. In a field $B$ an electron moves in k-space along a contour of constant energy $\varepsilon$, in a plane normal to the field, at speed $Bv_\perp$ with $v_\perp=|\nabla_\perp\varepsilon|$. Let $A$ be the area on the low-energy side of the contour. Raising $E$ by $dE$ moves the contour outward by $dE/v_\perp$, so

$$A'\equiv\frac{dA}{dE}=\oint\frac{dl}{v_\perp},\qquad T=\oint\frac{dl}{Bv_\perp}=\frac{A'}{B}.$$

Semiclassical levels are spaced by $2\pi/T=2\pi B/A'$, so successive levels differ in area by $2\pi B$. With the offset of a regular orbit without Berry phase, $A=2\pi B(n+\tfrac12)$. Levels pass a fixed Fermi energy at values of $1/B$ spaced by $2\pi/A$, which gives the frequency $F=A/2\pi$. For a square-lattice band with 1/60 flux quantum per cell, the lowest four levels give $A/2\pi B=0.4967$, $1.4967$, $2.4966$ and $3.4965$. The missing 0.003 is what the leading order omits at that field.

Slices at different heights $\kappa$ along the field have different frequencies and dephase, except where $A(\kappa)$ is stationary. The targets are therefore the extremal areas and the masses $m=(1/2\pi)\,d|A|/dE$. For a hole orbit $|A|$ is the enclosed high-energy area, which shrinks as $E$ rises, so $m<0$.

The naive scheme cuts the mesh along its own planes, joins contour points by straight lines, and reports the largest and smallest areas. Each part of it fails in a way that fixes its replacement.

## A test band with two kinds of orbit

Take the simple cubic model band

$$\varepsilon=-2t(\cos k_x+\cos k_y+\cos k_z),$$

with $k$ in units of $1/a$, $t=1$ eV, $a=3$ Å and $E=-1.5$ eV. For a field along $z$, a slice obeys $\cos k_x+\cos k_y=c$ with $c=-E/2t-\cos k_z$. At $k_z=\pi$, $c=1.75$ and the contour is an electron orbit round a neck. At $k_z=0$, $c=-0.25$ and it is a hole orbit round $(\pi,\pi,0)$.

On either side of $c=0$ the area grows towards half the zone section, $2\pi^2$. Both extremal orbits are therefore minima, and the largest area among the slices belongs to neither. Extrema must be sought along each family of orbits separately.

## Slices, supercell and sheets

For a general field direction no mesh planes lie normal to the field, so the band is interpolated by four-point Lagrange cubics along each axis. An orbit may also straddle a cell boundary, so the slices are cut from a supercell. Some copy of any orbit centre lies in the cubic cell of side $2\pi$ about the supercell centre, hence within its half-diagonal $\sqrt3\,\pi$. An in-plane half-width $W$ holds that whole copy if $W\ge\sqrt3\,\pi+r$, where $r$ is the orbit radius. With $W=3\pi$, radii up to $(3-\sqrt3)\pi\approx1.27\pi$ fit. Contours cut by the window are discarded.

Closed contours in neighbouring slices are linked into a sheet when they agree in sign and nearly agree in centre and size. Extrema related by a reciprocal lattice vector are merged. For the field along $z$, 4 copies of the neck and 18 of the hole orbit reduce to two distinct orbits. The hole count is nine positions in the window at each of two heights.

An extremum seldom falls on a slice. Put it at $\kappa=0$ and fit a parabola $P$ through slices at $\kappa_0-\Delta,\ \kappa_0,\ \kappa_0+\Delta$. The interpolation remainder is

$$A(0)-P(0)=\tfrac16A'''(\xi)\,\kappa_0(\Delta^2-\kappa_0^2),$$

where primes here mean $d/d\kappa$. With $|\kappa_0|\le\Delta/2$ this is $O(\Delta^3)$. If $A$ is even about the extremum, $A'''(\xi)=O(\Delta)$ and the error is $O(\Delta^4)$. Moving from $P(0)$ to the vertex changes the value by $P'(0)^2/2|P''|$, which is no larger in order, since $P'(0)=O(\Delta^2)$. For the neck, halving $\Delta$ from 0.2 to 0.1 lowers the relative error from $1.17\times10^{-5}$ to $7.3\times10^{-7}$, a factor of 16. These orders hold for a smooth band. The gradient of the interpolated band jumps slightly at mesh planes, so an extremum lying on such a plane has a small cusp in $A(\kappa)$, and the fit error then falls only in proportion to $\Delta$. On a $32^3$ mesh, with $\kappa_0=0.3\Delta$, it is $7.7\times10^{-5}$ at $\Delta=0.1$ and $3.6\times10^{-5}$ at $\Delta=0.05$. The final slices should therefore be close together and centred on the extremum.

Very close slices do harm. If each area carries an error $\eta$, the fitted curvature is off by about $\eta/\Delta^2$, so $\Delta^2$ must stay well above $\eta/|A''|$.

## Tracing without losing area

A square of the slice grid can hold two contour segments that may be joined in two ways. Split into triangles, it has no such ambiguity: a triangle with corners on both sides of $E$ holds one segment, drawn with low energy on its left.

Each crossing is moved along its edge until it lies on the contour. Plain Newton iteration is unsafe when the edge is nearly tangent to the contour. The energy can then have a minimum inside the edge, and a linear first guess on the wrong side of it is sent away from the root. Keeping the two ends of opposite sign as a bracket, and bisecting when a step would leave it, cures this.

Straight chords of length $\ell$ miss an area of order $\ell^3$ each, and there are of order $1/\ell$ of them, so the total error is second order in the tracing step. The gradient at the crossings supplies the cure. Put $x$ along the chord and $y$ to its left, with contour slopes $t_0,t_1$ at the two ends. The cubic with these data is

$$y=t_0x\Big(1-\frac x\ell\Big)^2-t_1\frac{x^2}\ell\Big(1-\frac x\ell\Big),\qquad \int_0^\ell y\,dx=\frac{\ell^2}{12}(t_0-t_1),$$

since $\int_0^1u(1-u)^2du=\int_0^1u^2(1-u)\,du=\tfrac1{12}$. An arc bulging left takes area from the low-energy side, so each chord contributes $-\ell^2(t_0-t_1)/12$. The remaining error is of order $\ell^5$ per chord, or fourth order in all on a smooth band. Halving the step from 0.2 to 0.1 reduces the relative error of the neck polygon from $6.3\times10^{-3}$ to $1.5\times10^{-3}$, and that of the corrected area from $2.1\times10^{-5}$ to $1.2\times10^{-6}$.

The mass uses the same arcs. If the contour makes an angle $\alpha$ with the chord, $dl=dx/\cos\alpha$ and $|\partial\varepsilon/\partial y|=v_\perp\cos\alpha$, so $dl/v_\perp=dx/|\partial\varepsilon/\partial y|$. Simpson's rule needs one further point, at $y(\ell/2)=\ell(t_0-t_1)/8$. No energy difference is taken.

## The error that tracing cannot remove

Slices and tracing steps can be refined cheaply; the band mesh cannot. Let $h=2\pi/N$ be its spacing and $\theta$ the fractional position in a cell. To leading order the one-dimensional interpolant $p$ of $f$ obeys

$$p-f=-\frac{h^4}{24}f''''q(\theta),\qquad q=(\theta+1)\theta(\theta-1)(\theta-2)=\theta^4-2\theta^3-\theta^2+2\theta.$$

The mean of $q$ is $\tfrac15-\tfrac12-\tfrac13+1=\tfrac{11}{30}$. The test band is a sum $\varepsilon_x+\varepsilon_y+\varepsilon_z$ of cosines, so the errors of the three axes add and $\varepsilon_i''''=\varepsilon_i$. In a mesh plane normal to $z$ the $z$ error vanishes.

An energy error $\delta\varepsilon$ moves the contour outward by $-\delta\varepsilon/v_\perp$. To first order, therefore,

$$\delta A=-\oint\frac{\delta\varepsilon\,dl}{v_\perp}=\frac{h^4}{24}\oint\big[\varepsilon_xq(k_x/h)+\varepsilon_yq(k_y/h)\big]\frac{dl}{v_\perp}.$$

**Mean part.** Replace $q$ by $11/30$. On the contour $\varepsilon_x+\varepsilon_y=-2tc$, so

$$\delta A_{\rm mean}=-\frac{11}{720}h^4\,2tc\,A'.$$

To put a number on it, $A'$ is needed. For the neck, $A'=4\int_0^Xdk_x/(2t\sin k_y)$ with $\cos k_y=c-\cos k_x$ and $\cos X=c-1$. Setting $\cos k_x=w+c/2$, $\alpha=1-c/2$ and $\beta=1+c/2$ gives

$$A'=\frac2t\int_{-\alpha}^{\alpha}\frac{dw}{\sqrt{(\alpha^2-w^2)(\beta^2-w^2)}}=\frac2t\,\frac2\beta K\!\Big(\frac{\alpha^2}{\beta^2}\Big)=\frac2tK\!\Big(1-\frac{c^2}4\Big),$$

where $K$ is the complete elliptic integral as a function of its parameter, and the last step is Landen's transformation. At $c=1.75$ the parameter is 0.234, $K\approx1.677$ and $A'\approx3.355$ per eV. The neck area is $0.180291\times9=1.623$. At $N=32$, $h=0.1963$ and $h^4=1.486\times10^{-3}$, so

$$\frac{\delta A_{\rm mean}}A=-\frac{11}{720}\times1.486\times10^{-3}\times3.5\times\frac{3.355}{1.623}\approx-164\ \text{ppm}.$$

The error found is $-177$ ppm. The remainder comes from the part of $q$ that was averaged away.

**Ripple.** Expand $q$ in a Fourier series over the cell. Integrating by parts with $G=2\pi n$,

$$2\int_0^1q\cos G\theta\,d\theta=2\left(\frac{q'(1)-q'(0)}{G^2}-\frac{q'''(1)-q'''(0)}{G^4}\right)=2\left(\frac{-4}{G^2}-\frac{24}{G^4}\right).$$

Hence $q=\tfrac{11}{30}-\sum_{n\ge1}b_n\cos2\pi n\theta$, with $b_n=2/(\pi n)^2+3/(\pi n)^4$.

Along most of the contour these waves cancel. They survive where the contour runs parallel to a mesh line, so that their phase is stationary. For the $k_x$ term this happens at $k_x=\pm X$, $k_y=0$. With $u=X-k_x$, constant energy requires $tk_y^2=2tu\sin X$, so

$$\Big|\frac{d\varepsilon_y}{dk_y}\Big|=2tk_y=2t\sqrt{2u\sin X}.$$

There are two ends, two branches $\pm k_y$, and an equal contribution from the $k_y$ term: a factor of 8. With $\varepsilon_x(X)=-2t\cos X$ and

$$\int_0^\infty\frac{\cos[2\pi n(X-u)/h]}{\sqrt u}\,du=\sqrt{\frac h{2n}}\cos\Big(\frac{2\pi nX}h-\frac\pi4\Big),$$

the two minus signs cancel and

$$\delta A_{\rm rip}=\frac{h^{9/2}\cos X}{6\sqrt{\sin X}}\sum_n\frac{b_n}{\sqrt n}\cos\Big(\frac{2\pi nX}h-\frac\pi4\Big).$$

For the frequency this is a correction smaller by $\sqrt h$. The mass needs an energy derivative. From $\cos X=c-1$ it follows that $dX/dE=1/(2t\sin X)$, and differentiating the phase brings down $2\pi n/h$:

$$\delta A'_{\rm rip}=-\frac{\pi h^{7/2}\cos X}{6t\sin^{3/2}X}\sum_nb_n\sqrt n\,\sin\Big(\frac{2\pi nX}h-\frac\pi4\Big).$$

The mean part, with $d(2tc)/dE=-1$, adds only $\tfrac{11}{720}h^4(A'-2tcA'')$. For this orbit, whose plane is fixed by symmetry, the frequency error is thus of order $h^4$ and the mass error of order $h^{7/2}$. In an oblique plane the ripple still has in-plane wavelengths of order $h$ and isolated stationary points, so the same powers are expected there as $h\to0$. On practical meshes the power fitted to the mass error can still differ from $7/2$. The prefactors above hold for mesh planes of this band.

## Reading the errors

For 24 to 96 points per axis the fitted powers are 4.00 for the frequency and 3.63 for the mass. The second lies somewhat above 3.5, and the fit alone does not show why. The formulas themselves are a sharper check: from $N=48$ upward their rms misfit is 0.2% of the frequency error and 2% of the mass error. At $N=24$, where the neck radius spans fewer than three cells, the predicted mass error is 271 ppm against 252 ppm found.

The lower power does not make the mass error larger on every mesh. The first harmonic has relative amplitude

$$\frac{0.730\times0.233}{3.355}\,h^{7/2}\approx0.051\,h^{7/2},$$

against $0.111\,h^4$ for the mean frequency error. The two are equal at $\sqrt h\approx0.46$, or $N\approx30$. This is no sharp threshold: with the higher harmonics the mass error reaches about $0.09\,h^{7/2}$, and it exceeds the frequency error already at $N=26$. The phase decides which is larger: at $N=64$ the errors are $-11.6$ ppm for the mass and $-10.2$ ppm for the frequency, while at $N=96$ they are $1.4$ and $-1.9$ ppm.

The mass error also changes sign repeatedly. The phase of its first harmonic is $NX-\pi/4$ with $X=\arccos0.75\approx0.723$, so the sign reverses about every $\pi/X\approx4.3$ steps in $N$. Agreement between two meshes is therefore weak evidence that a mass has converged, and extrapolation in a single power of $h$ is unsafe for it. The spread over several values of $N$ is a better guide.

## The complete search on a 32³ mesh

For the neck the search gives $F=1888.4$ T and $m=0.4521\,m_e$, against reference values of 1888.7 T and $0.4521\,m_e$ for the same band without interpolation.

The hole orbit shows the separation of the two errors. Its frequency, 17773.6 T, is about 6 ppm low, while its mass, $-0.9367\,m_e$, is off by somewhat under 0.01%. The formulas give these sizes. The mass ratio of the two orbits gives $A'\approx3.355\times0.93664/0.45206=6.95$ per eV, and the hole area is $1.6966\times9=15.27$. With $2tc=-0.5$ eV the low-energy area grows, so the hole area changes by

$$-\frac{11}{720}\times1.486\times10^{-3}\times0.5\times\frac{6.95}{15.27}\approx-5\ \text{ppm}.$$

Measured from $(\pi,\pi)$, the tips of the hole contour have $\cos X=-0.75$, so the ripple has the same absolute amplitude as for the neck. At $N=32$ the amplitude of its first harmonic, divided by 6.95, is about 82 ppm, and the sine that multiplies it is $\sin(32X-\pi/4)\approx0.94$ with $X=\arccos(-0.75)$. That gives 77 ppm; the higher harmonics take off 8 ppm and the mean part adds 16 ppm, which makes 85 ppm in all. A small $|c|$ suppresses the mean frequency error but not the mass ripple.

With the field tilted by 20° the neck gives 2169.0 T and $0.5222\,m_e$, against 2169.2 T and $0.5221\,m_e$. Here the reference plane is fixed by symmetry: the band is even about the neck centre, so $A(\kappa)$ is even and stationary there. The rise with angle has a simple limit. Near the neck centre the surface is $k_x^2+k_y^2-q_z^2=r_0^2$, with $q_z=k_z-\pi$. In the tilted plane the coordinate $s$ along the tilt enters as $s^2(\cos^2\vartheta-\sin^2\vartheta)$, so the area is $\pi r_0^2/\sqrt{\cos2\vartheta}$. This predicts a ratio of 1.143 at 20°; the reference frequencies give 1.149.

## Where the estimates stop

The first-order shift assumes that $v_\perp$ does not vanish on the orbit. As $c\to0$ the contour reaches saddle points, $K$ diverges logarithmically, and neither the mass nor its error estimate survives. Magnetic breakdown between nearby orbits then matters too, and it is outside this treatment.

The power $7/2$ relies on the extremal plane staying in place. With the field along a mesh axis, every point of a slice has the same fractional position along the field, so the interpolation error in that direction is not averaged along the contour. Its derivative in $\kappa$ is of order $h^3$, and an extremum not pinned by symmetry moves by that order. The area is stationary and keeps its $h^4$ error, but the mass in general is not stationary there, and its error becomes of order $h^3$. For $\varepsilon=-2t(1+0.3\cos k_z)(\cos k_x+\cos k_y)-0.5t\cos2k_z$ at $E=-2.4t$, with the extremum at $k_z\approx2.06$, the powers fitted over $N=24$ to 230 are 4.0 for the frequency and 3.0 for the mass.

The fourth-order interpolation error also assumes a smooth band. Bands sorted by energy have kinks where they cross, and there the powers derived above do not apply. Finally, all these errors are relative to the given band. They say how well the mesh represents it, and nothing about how well that band describes a metal. The numerical output below lists the errors for five of the meshes.

## Table of computed values

```
hopping t = 1.00 eV, a = 3.00 angstrom
Fermi energy = -1.50 eV
slice labels c: neck 1.75, hole -0.25
Landau test, flux per cell = 1/60
area/(2 pi B), n=0..3: 0.4967 1.4967 2.4966 3.4965
trace step 0.20/a: polygon 6.31e-03, corrected 2.10e-05 (rel.)
trace step 0.10/a: polygon 1.52e-03, corrected 1.19e-06 (rel.)
error ratio on halving: 4.15 and 17.58
slice gap 0.20/a: fit error 1.17e-05 (rel.)
slice gap 0.10/a: fit error 7.26e-07 (rel.)
fit error ratio on halving: 16.04
search mesh N = 32, spacing 0.0654 1/angstrom
distinct extremal orbits, field along z: 2
neck: minimum, copies merged 4
  area 0.180259, reference 0.180291 1/angstrom^2
  F 1888.36, reference 1888.69 T
  m 0.45207, reference 0.45206 m_e
hole: minimum, copies merged 18
  area 1.696637, reference 1.696646 1/angstrom^2
  F 17773.57, reference 17773.67 T
  m -0.93671, reference -0.93664 m_e
field tilted by 20 deg, azimuth 15 deg, neck:
  F 2169.04, reference 2169.19 T
  m 0.52219, reference 0.52208 m_e
neck errors in ppm: F found/predicted, m found/predicted
N=24: F -559.23/-558.73, m 251.91/270.53
N=32: F -177.07/-177.37, m 26.59/32.77
N=48: F -33.95/-34.08, m -18.85/-18.01
N=64: F -10.24/-10.27, m -11.59/-11.61
N=96: F -1.91/-1.91, m 1.39/1.32
fitted power of h: F 4.001, m 3.631
rms misfit of prediction, N>=48: F 0.0020, m 0.0202
mean part / ripple in mass error, N>=48: 0.0611
```
